# Hay–Thibeault–Hoffmann Exchange Splitting and Bridging Angle in Copper Dimers: a numerical check

```python
"""
Result under test: singlet-triplet splitting of two electrons (or holes) in two
symmetry-distinct orbitals phi1, phi2, localized as a,b = (phi1 +/- phi2)/sqrt(2):
    J = E_S - E_T = 2K + U/2 - sqrt(U^2 + 4 D^2)/2  ~  2K - D^2/U
K = (ab|ab), U = (aa|aa) - (aa|bb), D = 2[h_ab + (aa|ab)] = spin-averaged orbital gap.
J > 0 is ferromagnetic (H = -J S1.S2).  Two-electron integrals are (ij|kl) in
charge-density order.  The second part applies this to a Cu2(bridge)2 hole model
in which theta is the Cu-bridge-Cu angle.
"""
import numpy as np
from scipy.linalg import eigh
from scipy.optimize import brentq, minimize_scalar
from scipy.constants import physical_constants, e, h as planck, c as light
from pyscf import gto

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
MEV_TO_CM = 1e-3 * e / (planck * light * 100)


def diagonalized_splitting(h, eri, overlap=None):
    """Lowest E_S - E_T from all two-particle spatial functions."""
    n = len(h)
    s = np.eye(n) if overlap is None else overlap
    ham = np.kron(h, s) + np.kron(s, h)
    ham = ham + eri.transpose(0, 2, 1, 3).reshape(n * n, n * n)
    metric = np.kron(s, s)
    lowest = []
    for sign in (1, -1):
        columns = []
        for i in range(n):
            for j in range(i, n):
                v = np.zeros((n, n))
                v[i, j] += 1
                v[j, i] += sign
                if np.any(v):
                    columns.append(v.ravel() / np.linalg.norm(v))
        p = np.array(columns).T
        lowest.append(eigh(p.T @ ham @ p, p.T @ metric @ p,
                           eigvals_only=True)[0])
    return lowest[0] - lowest[1]


def integral(eri, p, q, r, s):
    return np.einsum("ijkl,i,j,k,l", eri, p, q, r, s)


def pair_parameters(h, eri, phi1, phi2):
    a, b = (phi1 + phi2) / np.sqrt(2), (phi1 - phi2) / np.sqrt(2)
    K = integral(eri, a, b, a, b)
    U = integral(eri, a, a, a, a) - integral(eri, a, a, b, b)
    D = 2 * (a @ h @ b + integral(eri, a, a, a, b))
    return a, b, K, U, D


def closed_form(K, U, D):
    return 2 * K + U / 2 - np.sqrt(U**2 + 4 * D**2) / 2


def expanded_form(K, U, D):
    return 2 * K - D**2 / U


# ---------- Stretched H2: real Coulomb integrals in a minimal basis ----------
distance = 2.5
mol = gto.M(atom=[["H", (0, 0, 0)], ["H", (0, 0, distance)]],
            basis="sto-3g", unit="Angstrom", verbose=0)
S = mol.intor("int1e_ovlp")
h = (mol.intor("int1e_kin") + mol.intor("int1e_nuc")) * HARTREE_EV
eri = mol.intor("int2e").reshape(2, 2, 2, 2) * HARTREE_EV
phi1 = np.array([1.0, 1.0]) / np.sqrt(2 + 2 * S[0, 1])
phi2 = np.array([1.0, -1.0]) / np.sqrt(2 - 2 * S[0, 1])
a, b, K, U, D = pair_parameters(h, eri, phi1, phi2)
J_closed, J_expanded = closed_form(K, U, D), expanded_form(K, U, D)
J_diag = diagonalized_splitting(h, eri, S)
assert abs(J_closed - J_diag) < 1e-8
assert abs(J_closed - J_expanded) <= D**4 / U**3 + 1e-10

# Orbital gaps from Fock matrices built with one electron in each orbital.
density = np.outer(phi1, phi1) + np.outer(phi2, phi2)
coulomb = np.einsum("ijkl,kl->ij", eri, density)
exchange = np.einsum("ikjl,kl->ij", eri, density)
F_average = h + coulomb - exchange / 2
F_triplet = h + coulomb - exchange
gap_average = phi1 @ F_average @ phi1 - phi2 @ F_average @ phi2
gap_triplet = phi1 @ F_triplet @ phi1 - phi2 @ F_triplet @ phi2
assert abs(gap_average - D) < 1e-8
assert abs(gap_triplet - 2 * a @ h @ b) < 1e-8

# Holes: the one-body part is minus the Fock matrix of the filled pair of orbitals.
h_hole = -(h + 2 * coulomb - exchange)
D_hole = pair_parameters(h_hole, eri, phi1, phi2)[4]
assert abs(D_hole + D) < 1e-8
assert abs(diagonalized_splitting(h_hole, eri, S) - J_diag) < 1e-8

# Broken-symmetry determinant: opposite spins in partly delocalized orbitals.
E_triplet = a @ h @ a + b @ h @ b + integral(eri, a, a, b, b) - K


def broken_symmetry_energy(chi):
    u = np.cos(chi) * a + np.sin(chi) * b
    v = np.cos(chi) * b + np.sin(chi) * a
    return u @ h @ u + v @ h @ v + integral(eri, u, u, v, v) - E_triplet


assert abs(D) < U + 2 * K
bs = minimize_scalar(broken_symmetry_energy, bounds=(-np.pi / 4, np.pi / 4),
                     method="bounded", options={"xatol": 1e-9})
bs_formula = K - D**2 / (2 * (U + 2 * K))
assert abs(bs.fun - bs_formula) < 1e-8

print(f"H2, STO-3G, distance = {distance:.2f} angstrom")
print(f"H2 K = {K:.6f} eV")
print(f"H2 U = Jaa-Jab = {U:.6f} eV")
print(f"H2 one-electron part 2*h_ab = {2 * a @ h @ b:.6f} eV")
print(f"H2 hybrid part 2*(aa|ab) = {2 * integral(eri, a, a, a, b):.6f} eV")
print(f"H2 spin-averaged gap D = {gap_average:.6f} eV")
print(f"H2 triplet-Fock gap = {gap_triplet:.6f} eV")
print(f"H2 J, diagonalization = {J_diag:.6f} eV")
print(f"H2 J, closed formula = {J_closed:.6f} eV")
print(f"H2 J, expanded formula = {J_expanded:.6f} eV")
print(f"H2 J, expanded with triplet gap = {expanded_form(K, U, gap_triplet):.6f} eV")
print(f"H2 2(E_BS-E_T), minimized = {2 * bs.fun:.6f} eV")

# ---------- Copper dimer with two bridges, hole picture, energies in eV ----------
# Orbital order: d1, d2, then s, px, py on bridge 1 and on bridge 2.
Ud, Up, HUND = 8.0, 3.0, 0.6
DELTA_P, DELTA_S, VP, VS = 5.0, 20.0, 1.2, 0.8


def bridge_model(theta, hund=HUND, vp=VP, vs=VS):
    half = np.radians(theta) / 2
    copper = np.array([[-np.sin(half), 0], [np.sin(half), 0]])
    bridge = np.array([[0, np.cos(half)], [0, -np.cos(half)]])
    h = np.diag([0, 0] + 2 * [DELTA_S, DELTA_P, DELTA_P]).astype(float)
    for i in range(2):
        for j in range(2):
            l, m = bridge[j] - copper[i]
            sigma = np.sqrt(3) * l * m
            k = 2 + 3 * j
            h[i, k:k + 3] = sigma * np.array([vs, l * vp, m * vp])
            h[k:k + 3, i] = h[i, k:k + 3]
    eri = np.zeros((8, 8, 8, 8))
    for i in range(2):
        eri[i, i, i, i] = Ud
        x, y = 3 + 3 * i, 4 + 3 * i
        eri[x, x, x, x] = eri[y, y, y, y] = Up
        eri[x, x, y, y] = eri[y, y, x, x] = Up - 2 * hund
        for p, q in ((x, y), (y, x)):
            eri[p, q, x, y] = eri[p, q, y, x] = hund
    return h, eri


def magnetic_orbitals(h):
    """Lowest hole orbital in each symmetry class, d1 coefficient positive."""
    plus, minus = np.zeros((8, 2)), np.zeros((8, 3))
    plus[[0, 1], 0] = 1, 1
    plus[[3, 6], 1] = 1, -1
    minus[[0, 1], 0] = 1, -1
    minus[[4, 7], 1] = 1, 1
    minus[[2, 5], 2] = 1, -1
    result, energies = [], []
    for basis in (plus / np.sqrt(2), minus / np.sqrt(2)):
        values, vectors = np.linalg.eigh(basis.T @ h @ basis)
        orbital = basis @ vectors[:, 0]
        result.append(orbital * np.sign(orbital[0]))
        energies.append(values[0])
    assert np.allclose(sorted(energies), np.linalg.eigvalsh(h)[:2], atol=1e-10)
    return result


def model_parameters(theta, **options):
    h, eri = bridge_model(theta, **options)
    return pair_parameters(h, eri, *magnetic_orbitals(h))


def J_formula(theta):
    return expanded_form(*model_parameters(theta)[2:])


def J_full(theta, hund=HUND):
    return diagonalized_splitting(*bridge_model(theta, hund=hund))


def crossing(**options):
    return brentq(lambda t: model_parameters(t, **options)[4], 75, 120)


A = VP**2 / DELTA_P * (1 + Ud / (2 * DELTA_P))
B = VS**2 / DELTA_S * (1 + Ud / (2 * DELTA_S))


def gap_law(theta):
    t = np.radians(theta)
    return 3 * np.sin(t)**2 * (A * np.cos(t) + B)


# The angular law is second order in hopping, so it is tested at weak hopping.
weak = 0.1
for theta in (75, 85, 110, 125):
    D_weak = model_parameters(theta, vp=weak * VP, vs=weak * VS)[4]
    assert abs(D_weak / (weak**2 * gap_law(theta)) - 1) < 0.02
theta_law = np.degrees(np.arccos(-B / A))
assert abs(crossing(vp=weak * VP, vs=weak * VS) - theta_law) < 0.1
theta_no_s = crossing(vs=0.0)
assert abs(theta_no_s - 90) < 1e-6
theta0 = crossing()
assert theta0 > 90

print(f"Cu model Ud, Up, Hund = {Ud:.1f}, {Up:.1f}, {HUND:.1f} eV")
print(f"Cu model Delta_p, Delta_s = {DELTA_P:.1f}, {DELTA_S:.1f} eV")
print(f"Cu model Vp, Vs = {VP:.1f}, {VS:.1f} eV")
print(f"Gap-law coefficients A, B = {A:.5f}, {B:.5f} eV")
print(f"Crossing without bridge s = {theta_no_s:.2f} degrees")
print(f"Crossing from angular law = {theta_law:.2f} degrees")
print(f"Crossing from model orbitals = {theta0:.2f} degrees")
print("theta/deg  D/eV  K/meV  U/eV  J_formula/meV  J_8orbital/meV")
for theta in (80, 85, 90, 95, 100, 105, 110, 120):
    h, eri = bridge_model(theta)
    phi1, phi2 = magnetic_orbitals(h)
    a, b, K, U, D = pair_parameters(h, eri, phi1, phi2)
    C = np.array([phi1, phi2]).T
    h2 = C.T @ h @ C
    eri2 = np.einsum("ijkl,ip,jq,kr,ls->pqrs", eri, C, C, C, C, optimize=True)
    assert abs(diagonalized_splitting(h2, eri2) - closed_form(K, U, D)) < 1e-9
    x, y = a[3], a[4]
    K_sites = 2 * Ud * (a[0] * a[1])**2
    K_sites += 2 * (Up * (x**2 - y**2)**2 + 4 * HUND * x**2 * y**2)
    assert abs(K - K_sites) < 1e-10
    print(f"{theta:4d} {D:9.5f} {1e3 * K:8.4f} {U:8.4f} "
          f"{1e3 * J_formula(theta):9.4f} {1e3 * J_full(theta):9.4f}")

# Ferromagnetic window and comparison with all eight orbitals.
limits = {}
for name, function in (("formula", J_formula), ("8-orbital", J_full)):
    assert function(theta0) > 0 and function(70) < 0 and function(125) < 0
    limits[name] = (brentq(function, 70, theta0), brentq(function, theta0, 125))
    low, high = limits[name]
    print(f"J=0 angles, {name} = {low:.2f}, {high:.2f} degrees")
assert np.max(np.abs(np.subtract(limits["formula"], limits["8-orbital"]))) < 3

# Removing Hund exchange on the bridge tests the origin of ferromagnetism.
angles = np.arange(85, 106, 1.0)
maximum = max(J_full(t) for t in angles)
maximum_no_hund = max(J_full(t, hund=0.0) for t in angles)
assert maximum > 0 and maximum_no_hund < 0.2 * maximum
J0_formula, J0_full = 1e3 * J_formula(theta0), 1e3 * J_full(theta0)
a, b, K0, U0, D0 = model_parameters(theta0)
print(f"K at crossing = {1e3 * K0:.4f} meV")
print(f"U at crossing = {U0:.4f} eV")
print(f"J at crossing, formula = {J0_formula:.4f} meV")
print(f"J at crossing, formula = {J0_formula * MEV_TO_CM:.2f} cm^-1")
print(f"J at crossing, 8-orbital = {J0_full:.4f} meV")
print(f"J at crossing, 8-orbital = {J0_full * MEV_TO_CM:.2f} cm^-1")
print(f"Largest 8-orbital J, 85-105 degrees = {1e3 * maximum:.4f} meV")
print(f"Same without Hund exchange = {1e3 * maximum_no_hund:.4f} meV")
print("PASS")
```

Printed output:

```
H2, STO-3G, distance = 2.50 angstrom
H2 K = 0.010270 eV
H2 U = Jaa-Jab = 15.358653 eV
H2 one-electron part 2*h_ab = -1.253889 eV
H2 hybrid part 2*(aa|ab) = -0.222857 eV
H2 spin-averaged gap D = -1.476746 eV
H2 triplet-Fock gap = -1.253889 eV
H2 J, diagonalization = -0.120161 eV
H2 J, closed formula = -0.120161 eV
H2 J, expanded formula = -0.121450 eV
H2 J, expanded with triplet gap = -0.081828 eV
H2 2(E_BS-E_T), minimized = -0.121260 eV
Cu model Ud, Up, Hund = 8.0, 3.0, 0.6 eV
Cu model Delta_p, Delta_s = 5.0, 20.0 eV
Cu model Vp, Vs = 1.2, 0.8 eV
Gap-law coefficients A, B = 0.51840, 0.03840 eV
Crossing without bridge s = 90.00 degrees
Crossing from angular law = 94.25 degrees
Crossing from model orbitals = 94.80 degrees
theta/deg  D/eV  K/meV  U/eV  J_formula/meV  J_8orbital/meV
  80   0.28472   1.8000   6.9537   -8.0579   -9.6889
  85   0.19232   1.5024   6.9313   -2.3315   -3.5692
  90   0.09478   1.3847   6.9230    1.4719    0.5421
  95  -0.00393   1.4601   6.9291    2.9180    2.1480
 100  -0.09983   1.7138   6.9494    1.9935    1.2212
 105  -0.18902   2.1041   6.9836   -0.9076   -1.8075
 110  -0.26781   2.5670   7.0306   -5.0673   -6.1505
 120  -0.38136   3.3830   7.1581  -13.5514  -14.8831
J=0 angles, formula = 87.70, 103.70 degrees
J=0 angles, 8-orbital = 89.13, 102.38 degrees
K at crossing = 1.4535 meV
U at crossing = 6.9285 eV
J at crossing, formula = 2.9070 meV
J at crossing, formula = 23.45 cm^-1
J at crossing, 8-orbital = 2.1337 meV
J at crossing, 8-orbital = 17.21 cm^-1
Largest 8-orbital J, 85-105 degrees = 2.1577 meV
Same without Hund exchange = 0.1937 meV
PASS
```
